# What a sloping 1/C² plot says about a ferroelectric film

**Q:** You gave me a calculated capacitance curve for a 10 nm ferroelectric film and withheld its donor density. I plotted $1/C^2$ against voltage from 0 to 2 V. The line fit has $R^2=0.9994$. With relative permittivity 30, its slope gives $3.7\times10^{19}$ donors per cm³, and its intercept gives a built-in voltage of 1.10 V. Both look reasonable. Is that the density you put in?

**A:** No. I put in zero. The film is an insulator with no space charge, and the slope comes from its field-dependent permittivity. Which law did you use to turn slope into density?

**Q:** The depletion law. Donors of density $N$ are ionized over a width $w$ next to a blocking contact, and the rest of the film is neutral. With constant permittivity $\varepsilon_s$, the field rises linearly from zero at the depletion edge to $qNw/\varepsilon_s$ at the contact. The area under that triangle is the voltage drop:

$$V+V_{bi}=\frac{qNw^2}{2\varepsilon_s}.$$

The capacitance per area is $C=\varepsilon_s/w$, so $1/C^2=w^2/\varepsilon_s^2$. Substituting $w^2=2\varepsilon_s(V+V_{bi})/(qN)$ gives

$$\frac1{C^2}=\frac{2(V+V_{bi})}{q\varepsilon_sN},\qquad S\equiv\frac{d(1/C^2)}{dV}=\frac{2}{q\varepsilon_sN}.$$

I measure $S$ and solve for $N$.

**A:** That derivation uses two assumptions: an edge that moves with bias, and a constant permittivity. The slope alone establishes neither. Call your result the apparent density, $N_{app}=2/(q\varepsilon_sS)$, and let us find what $S$ means without assuming donors. If $Q$ is the electrode charge per area, then $C=dQ/dV$. The chain rule gives

$$S=\frac2C\frac{d(1/C)}{dV}
=\frac2C\frac{dQ}{dV}\frac{d(1/C)}{dQ}
=2\frac{d(1/C)}{dQ}.$$

The factor $dQ/dV=C$ cancels the $1/C$. The slope therefore says how the inverse capacitance changes as charge is added. A widening depletion layer changes it, but so does a falling permittivity.

**Q:** If the film is fully depleted, its width cannot change. How large can the permittivity effect be?

**A:** We need a field law. Let $x$ run from the positive electrode at 0 to the negative electrode at $d$, with $V=\int_0^dE\,dx$. Take a single-domain film with

$$E=\alpha D+\beta D^3,\qquad \alpha<0,\quad\beta>0,$$

where $D$ is the electric displacement. At $E=0$ the polarized state has $D=P_0$, so $\alpha=-\beta P_0^2$. The differential permittivity follows from

$$\frac1{\varepsilon(D)}=\frac{dE}{dD}=\alpha+3\beta D^2.$$

At $D=P_0$ this is $-\beta P_0^2+3\beta P_0^2=2\beta P_0^2$, hence $\varepsilon_s=1/(2\beta P_0^2)$. We stay on the positive branch, where $dE/dD>0$, and do not switch the film.

Without space charge, $D$ is uniform and equals $Q$. Since $V=d\,E(D)$,

$$\frac1C=\frac{dV}{dQ}=d(\alpha+3\beta D^2).$$

Differentiating once more gives $d(1/C)/dQ=6\beta dD$, and the identity above supplies the factor 2:

$$S=12\beta dD.$$

This slope is positive even though no donor is present. Its sign follows $D$: a film poled the other way gives a negative slope.

**Q:** What density would I infer at zero bias?

**A:** Put $D=P_0$ and use $\varepsilon_s\beta=1/(2P_0^2)$:

$$N_{app}=\frac{2}{q\varepsilon_s(12\beta dP_0)}
=\frac{2(2P_0^2)}{12qdP_0}
=\frac{P_0}{3qd}.$$

The permittivity has cancelled. For $P_0=20\ \mu\mathrm{C/cm^2}=0.20\ \mathrm{C/m^2}$ and $d=10$ nm,

$$N_{app}=\frac{0.20}{3(1.602\times10^{-19})(10^{-8})}\ \mathrm{m^{-3}}
=4.2\times10^{19}\ \mathrm{cm^{-3}}.$$

The intercept is false too. At zero bias $1/C^2=d^2/\varepsilon_s^2$. The slope there can be written $S=12\beta dP_0=6d/(\varepsilon_sP_0)$. Extending the tangent to zero gives an apparent built-in voltage

$$V_{false}=\frac{d^2/\varepsilon_s^2}{6d/(\varepsilon_sP_0)}
=\frac{P_0d}{6\varepsilon_s}=1.25\ \mathrm V.$$

Your values differ somewhat from these because you fitted a line over 2 V, whereas these belong to the tangent at 0 V.

**Q:** If the permittivity is nonlinear, why is my plot so straight?

**A:** Because $S$ is proportional to $D$, and $D$ changes only moderately. It rises from 20.0 to 24.0 µC/cm² over the sweep, so the local slope rises by 20%. Such a gentle bend leaves a high $R^2$. Straightness over this range does not identify the cause.

There is a clue in the capacitance itself. It falls from 2.66 to 1.60 µF/cm². Your depletion width, $\varepsilon_s/C$, therefore grows from 10.0 to 16.6 nm in a film 10 nm thick. Here the width stays at 10 nm, while the relative permittivity falls from 30 to 18.

**Q:** Your film is empty. Surely a fully depleted film that does contain donors would show them in the slope.

**A:** Add a fixed charge density $\rho(x)$, with any profile. Gauss's law gives

$$D(x)=Q+\int_0^x\rho(x')\,dx'.$$

The charge is fixed, so a small change $dQ$ shifts $D$ by the same amount everywhere. Hence

$$\frac1C=\int_0^d(\alpha+3\beta D^2)\,dx,\qquad
\frac{d(1/C)}{dQ}=6\beta\int_0^dD\,dx=6\beta dD_m,$$

where $D_m$ is the spatial mean of $D$. Thus $S=12\beta dD_m$: at given mean displacement, the donor density drops out. This is exact for the cubic law, where $d^2E/dD^2$ is linear in $D$; a law with higher powers leaves a correction from the spread of $D$.

At given voltage a weak dependence remains. For uniform donors define $s=qNd$ and write $D=D_m+u$, with $u=qN(x-d/2)$. The averages of $u$ and $u^3$ vanish by symmetry, and the average of $u^2$ is $s^2/12$. Averaging $D^3$ therefore gives $D_m^3+3D_ms^2/12$, so

$$V=d\left[\alpha D_m+\beta\left(D_m^3+\frac{D_ms^2}{4}\right)\right].$$

At $V=0$, dividing by $dD_m$ and using $\alpha=-\beta P_0^2$ gives $D_m^2=P_0^2-s^2/4$. Donors enter through the square of a small quantity. For $N=10^{19}$ cm⁻³, $s=1.6$ µC/cm², and $s^2/(4P_0^2)=0.0016$. The mean displacement falls by about 0.08%, and $N_{app}$ rises by the same fraction, from 4.161 to $4.164\times10^{19}$ cm⁻³. Going from no donors to $10^{19}$ cm⁻³ barely changes your answer.

**Q:** Is $10^{19}$ cm⁻³ really low enough for full depletion?

**A:** At zero bias, yes, for the barrier assumed here. The donor charge lowers the conduction band inside the film by at most 0.075 eV. With a 2.0 eV contact barrier and donors 1.0 eV below the band, the lowest donor level is still

$$2.0-0.075-1.0\approx0.92\ \mathrm{eV}$$

above the Fermi level. At 300 K its equilibrium filling is below $10^{-15}$ if the electrodes screen perfectly. Imperfect screening of the size discussed below, split equally between the electrodes, tilts the bands and raises the filling to about $2\times10^{-13}$, which is still negligible. Under bias, filling also depends on capture and emission rates. Above about 1 V the donor levels near the positive electrode drop below the Fermi level of the negative electrode; at 2 V this holds for over half of them, so the zero-bias estimate does not cover the upper part of the sweep. I assume that the donor charge stays fixed during the sweep and the probe signal. If it follows either one, the derivation above no longer applies.

**Q:** What happens if I remove the nonlinearity but keep the donors?

**A:** For a linear dielectric, $E=D/\varepsilon$. Full depletion then gives $1/C=\int_0^d dx/\varepsilon=d/\varepsilon$, independent of voltage, and the slope is zero. That limit isolates the cause.

A donor-free film above its Curie temperature gives another case. There $\alpha>0$, and $D=0$ at zero bias. For small voltage $D\approx V/(\alpha d)$. Expanding the square to order $D^2$,

$$\frac1{C^2}=d^2(\alpha+3\beta D^2)^2
\approx d^2\alpha^2+6\alpha\beta d^2D^2
=d^2\alpha^2+\frac{6\beta V^2}{\alpha}.$$

The plot starts as a parabola. Its slope is zero at the origin, and a tangent taken at finite bias again gives a finite, false density.

**Q:** Then suppose the film really has a neutral region. Does my method recover $N$?

**A:** It does if the donors are shallow, so that free electrons follow the probe signal, and if you use the permittivity at the blocking contact. Let that contact be at $x=d$, with an ohmic contact at $x=0$. The neutral region has $E=0$ and $D=P_0$. Across the depleted width $D$ rises to $D_s=P_0+qNw$. Let $\psi$ be the voltage across this layer; it differs from $V$ by a constant. Because $dD=qN\,dx$,

$$\psi=\frac1{qN}\int_{P_0}^{D_s}E(D)\,dD,\qquad
\frac1C=\frac{d\psi}{dD_s}=\frac{E(D_s)}{qN}.$$

Here $D_s$ is the magnitude of charge per area on the blocking electrode, so it takes the place of $Q$ in the identity:

$$S=2\frac{d(1/C)}{dD_s}=\frac{2}{qN\varepsilon(D_s)}.$$

Using $\varepsilon_s$ instead returns $N_{app}=N\varepsilon(D_s)/\varepsilon_s$. Take a 20 nm film with $N=5.0\times10^{19}$ cm⁻³ and $\psi=1.0$ V. The depleted width is 7.1 nm, and the relative permittivity at the contact is 15.2. Your reading would be

$$5.0\times10^{19}\times\frac{15.2}{30}
=2.5\times10^{19}\ \mathrm{cm^{-3}}.$$

This is half the true density, and it is below the $4.2\times10^{19}$ cm⁻³ read from the empty 10 nm film at zero bias. The two films differ in thickness and bias. An empty 20 nm film at zero bias reads $2.1\times10^{19}$ cm⁻³, so at equal thickness the order is not reversed, but the two readings are close. The underestimate belongs to this poling direction. With the opposite poling $|D|$ falls across the depleted layer, $\varepsilon(D_s)$ exceeds $\varepsilon_s$, and the same formula overestimates $N$.

The sharp edge is an approximation. The Debye formula, evaluated with $\varepsilon_s$, gives a blur of 0.9 nm, but it assumes nondegenerate electrons. At this density, with an effective mass of 0.2 electron masses, the electrons are degenerate and the screening length is about 2.4 nm, a substantial part of the 7.1 nm width. Including these mobile electrons at the same $\psi$ changes your reading from 2.5 to $2.6\times10^{19}$ cm⁻³, still about half the true density. The slope formula still holds as long as the film next to the blocking contact is empty of electrons.

**Q:** Do these parameters resemble a real capacitor, or did you choose them to make trouble?

**A:** They are rough typical values for ferroelectric hafnium-zirconium oxide between TiN electrodes: about 10 nm thick, 20 µC/cm² and relative permittivity 30. The model's uniform coercive field is 1.4 MV/cm, against roughly 1 MV/cm in real films, but real films switch through domains, so this closeness does not validate the field law. With $10^{19}$ cm⁻³ donors the peak field at 2 V is 2.5 MV/cm, below a rough breakdown field of 4 MV/cm. The partly depleted example reaches 3.2 MV/cm, which leaves less margin, and it needs shallow donors rather than the 1.0 eV deep ones assumed earlier. Real TiN does not screen perfectly. A total screening length divided by relative permittivity of 0.02 nm acts as a linear series layer. It adds a constant to $1/C$, so $S$ at given $D$ is unchanged, but it lowers $D$ at zero bias. This raises $N_{app}$ by 6.6% if $\varepsilon_s$ is held at its original value. For temperature, take $\beta$ fixed and $\alpha$ proportional to $T-T_C$, with an assumed Curie temperature $T_C=700$ K. Then $P_0$ scales as $\sqrt{T_C-T}$, and warming from 300 to 358 K, with $\varepsilon_s$ updated, lowers $N_{app}$ by 7.5%. The field law also fixes how fast the permittivity falls with $D$ once $P_0$ and $\varepsilon_s$ are chosen. It treats the whole permittivity as tunable. If instead $D=\varepsilon_bE+P$ with a linear background $\varepsilon_b$ and the cubic law holds for $P$ alone, then at the same $P_0$ and $\varepsilon_s$ the zero-bias result becomes $N_{app}=[\varepsilon_s/(\varepsilon_s-\varepsilon_b)]^2P_0/(3qd)$. A relative background of 10 gives $9.4\times10^{19}$ cm⁻³. A background of 20 gives $3.7\times10^{20}$ cm⁻³, and the relative permittivity then falls only from 30 to 28 over 2 V. So $P_0/(3qd)$ is the value for this field law, and a real film can differ from it by an order of magnitude or more. Real films are also polycrystalline and contain domains. Moving domain walls and trap-assisted leakage can alter the measured capacitance, and I have not sized those effects.

**Q:** What evidence would let me report a donor density?

**A:** First, evidence of a moving edge. Compare films of different thickness with the same material properties and contacts. For the empty film at zero bias, $N_{app}$ is 8.3, 4.2 and $2.1\times10^{19}$ cm⁻³ at 5, 10 and 20 nm. A density that follows $1/d$ like this points to tunability, provided the real donor density does not itself vary with thickness. Expect some departure from $1/d$ in thin films: the screening layer described above would raise these three values by 15%, 6.6% and 3.1%. In the partly depleted case, $C=qN/E(D_s)$ contains no $d$, so at fixed $\psi$ the capacitance should not depend on thickness. That is necessary but not sufficient, since a thin series layer that dominates $1/C$ would also hide the thickness.

Second, you need $\varepsilon$ at the contact field from a separate measurement. If the film proves fully depleted, look for another method: over your sweep, $10^{19}$ cm⁻³ donors move $1/C^2$ by at most 0.24% of its total rise at the calculated points.

## Table of computed values

```
P0 = 20.0 uC/cm2; d = 10.0 nm
relative permittivity at E=0 = 30.0
alpha = -1.8823e+09 m/F; beta = 4.7059e+10 m^5/(F C^2)
intrinsic coercive field = 1.449 MV/cm
Donor-free film:
V=0.0 V: D=20.000 uC/cm2, C=2.6563 uF/cm2
  1/C^2=0.14173 cm4/uF2, eps_r=30.00, eps_s/C=10.00 nm
  slope=0.11294 cm4/(uF2 V), N_app=4.161e+19 cm-3
V=1.0 V: D=22.259 uC/cm2, C=1.9560 uF/cm2
  1/C^2=0.26137 cm4/uF2, eps_r=22.09, eps_s/C=13.58 nm
  slope=0.12570 cm4/(uF2 V), N_app=3.739e+19 cm-3
V=2.0 V: D=24.020 uC/cm2, C=1.5968 uF/cm2
  1/C^2=0.39221 cm4/uF2, eps_r=18.03, eps_s/C=16.64 nm
  slope=0.13564 cm4/(uF2 V), N_app=3.465e+19 cm-3
false built-in voltage, tangent at 0 V = 1.255 V
line fit 0 to 2 V: R^2 = 0.99942
  fitted N_app = 3.748e+19 cm-3
  fitted false built-in voltage = 1.101 V
Apparent density against true density, 10 nm, fully depleted:
N=0.0e+00 cm-3: N_app(0 V)=4.1610e+19, N_app(1 V)=3.7387e+19 cm-3
N=1.0e+17 cm-3: N_app(0 V)=4.1610e+19, N_app(1 V)=3.7387e+19 cm-3
N=1.0e+18 cm-3: N_app(0 V)=4.1610e+19, N_app(1 V)=3.7387e+19 cm-3
N=1.0e+19 cm-3: N_app(0 V)=4.1644e+19, N_app(1 V)=3.7409e+19 cm-3
largest 1/C^2 shift by 1e19 cm-3 donors = 0.242 % of rise
Apparent density against thickness, no donors, 0 V:
d=5 nm: N_app=8.322e+19 cm-3
d=10 nm: N_app=4.161e+19 cm-3
d=20 nm: N_app=2.081e+19 cm-3
Partly depleted film: d=20 nm, N=5.0e+19 cm-3, bending=1.0 V
  width=7.13 nm, Debye length=0.93 nm
  electrode field=3.157 MV/cm, eps_r there=15.16
  N read with eps_s=2.527e+19 cm-3
  N read with electrode eps=5.000e+19 cm-3
Neglected effects (rough inputs):
barrier=2.0 eV, mass=0.2 m_e, optical eps_r=4.0, donor depth=1.0 eV
peak field at 2 V, 1e19 cm-3=2.52 MV/cm; breakdown=4.0 MV/cm
tunnel current=3.0e-08 A/cm2
thermionic current at 358 K=3.7e-18 A/cm2
probe current, 100 kHz and 50 mV=5.02e-02 A/cm2
band dip at 0 V, 1e19 cm-3=0.075 V; donor filling=5.8e-16
screening length/eps_r=0.02 nm; drop at D=P0: 0.452 V
  N_app change at 0 V=6.6 %
warming 300 to 358 K (Curie 700 K): N_app change=-7.5 %
```
